# Equilibrium field for converting nonpolar tetragonal zirconia to a polar phase, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

A zirconia film of thickness \( d \) and area \( A \) lies between two metal electrodes. The film can be in either of two phases. Phase t is tetragonal and nonpolar. Phase p is polar; an example is the orthorhombic ferroelectric phase of zirconia. Other phases, such as the monoclinic one, are assumed not to form during the process considered.

The voltage \( V \) between the electrodes gives the field

\[ E = \frac{V}{d} . \]

The field points along the film normal, and \( P \) denotes the component of the polarization along it. The charge per electrode area is

\[ D = \varepsilon_0 E + P , \]

where \( \varepsilon_0 \) is the vacuum permittivity. All energies are per unit volume of one fixed reference state of the film, and the temperature and the mechanical stress are held fixed.

The free-energy density \( f(P) \) is defined by the reversible electrical work. When the charge density rises by \( dD \), the source does the work

\[ E \, dD = \varepsilon_0 E \, dE + E \, dP . \]

The first term is the change of the vacuum field energy \( \varepsilon_0 E^2 / 2 \). The second is assigned to the material, so that \( df = E \, dP \). With this convention \( f \) contains no vacuum field energy. Because the stress is held fixed, \( f \) includes the work done against that stress, and the susceptibilities below are those at fixed stress.

Each phase has its own branch of \( f \), written \( f_t(P) \) and \( f_p(P) \). At zero field phase t has \( P = 0 \), and phase p has \( P = P_s > 0 \). The zero of energy is placed at phase t without field:

\[ f_t(0) = 0 , \qquad f_p(P_s) = \Delta f > 0 . \]

Thus \( \Delta f \) is the zero-field free-energy density of the polar phase minus that of the tetragonal phase. Its positive sign says that t is the more stable of the two without a field. Phase p is assumed to be metastable there, that is, a local minimum of \( f \). The crystal also has a variant with polarization \( -P_s \), which plays the same part for a negative field.

## 2. What is assumed about the film

The two phases are compared at the same field \( E \). This is appropriate for two uniform films at the same voltage, and also for two phases side by side whose boundary runs parallel to the field. It does not describe layers stacked along the field, because the voltage then divides unequally between them.

The electrodes are ideal: there is no dead layer and no trapped charge. Interface energy and the elastic energy of fitting the two phases together are left out. If the polar axis is tilted from the normal, \( P_s \) is its projection on the normal, and the fields that the transverse polarization could create are assumed to be compensated.

The phases differ slightly in shape. To compare them at the same voltage, \( d \) and \( A \) are taken from the reference state for both phases. Thus \( E \) is the voltage per reference thickness, and \( D \) and \( P \) are charges per reference area. The values of \( P_s \) and of the susceptibilities have to be understood in the same way. The error made by inserting values that refer to the actual dimensions of each phase is estimated with the worked example in Part II.

## 3. Which energy is minimised at fixed voltage

A battery holds the voltage at \( V \). When it has delivered the charge \( A D \), its own energy has changed by

\[ - V A D = - (E d) A D . \]

Division by the film volume \( A d \) gives \( -E D \). The energy density of film, vacuum field and battery together is therefore

\[ u(P;E) = f(P) + \frac{\varepsilon_0 E^2}{2} - E D . \]

Inserting \( D = \varepsilon_0 E + P \) gives

\[ u(P;E) = f(P) + \frac{\varepsilon_0 E^2}{2} - \varepsilon_0 E^2 - E P = f(P) - E P - \frac{\varepsilon_0 E^2}{2} . \]

The last term depends on the field alone. It is the same for both phases and cancels when they are compared. What remains is the potential

\[ g_i(E) = \min_P \left[ f_i(P) - E P \right] , \qquad i = t, p , \]

where the minimum is the local one belonging to phase \( i \). At this minimum the first derivative vanishes and the curvature is positive:

\[ f_i'(P_i) = E , \qquad f_i''(P_i) > 0 . \]

The first condition defines the polarization \( P_i(E) \) of each phase. The phase with the smaller \( g_i \) is the stable one at that voltage, and equilibrium between the phases means \( g_t = g_p \).

The cancellation of the vacuum term settles a question of bookkeeping. The relevant difference of susceptibilities equals the difference of relative permittivities, since \( \varepsilon_i = 1 + \chi_i \) and the ones cancel.

## 4. The general equilibrium condition

The potential of each phase can be found from its polarization. Written out, it is

\[ g_i(E) = f_i(P_i(E)) - E P_i(E) . \]

Its derivative has three terms:

\[ \frac{dg_i}{dE} = f_i'(P_i) \frac{dP_i}{dE} - P_i - E \frac{dP_i}{dE} . \]

Since \( f_i'(P_i) = E \), the first and third terms cancel, leaving

\[ \frac{dg_i}{dE} = - P_i(E) . \]

A field lowers the potential of a phase at a rate given by its polarization at that field. Integration from zero field gives

\[ g_t(E) = - \int_0^E P_t(E') \, dE' , \qquad g_p(E) = \Delta f - \int_0^E P_p(E') \, dE' . \]

The gain in energy on going from t to p is the difference

\[ \Gamma(E) = g_t(E) - g_p(E) = - \Delta f + \int_0^E \left[ P_p(E') - P_t(E') \right] dE' . \]

The gain starts at \( -\Delta f \), so conversion costs energy at low field. At the equilibrium field \( E_{eq} \) it is zero:

\[ \Delta f = \int_0^{E_{eq}} \left[ P_p(E) - P_t(E) \right] dE . \]

This is the general result. It needs no linear response, but it does need both phases to exist as local minima over the whole interval from zero to \( E_{eq} \).

The slope of the gain is \( \Gamma'(E) = P_p(E) - P_t(E) \). As long as the polar phase carries the larger polarization, the gain rises with the field. There is then at most one crossing in that range. If it exists, t is stable below it and p is stable above it.

Let the average of the polarization difference over the interval be

\[ \overline{\Delta P} = \frac{1}{E_{eq}} \int_0^{E_{eq}} \left[ P_p(E) - P_t(E) \right] dE . \]

The general result then reads

\[ E_{eq} = \frac{\Delta f}{\overline{\Delta P}} . \]

The equilibrium field is thus a free-energy difference divided by a polarization, provided that the polarization is this field average. The units agree: \( (\mathrm{J/m^3}) / (\mathrm{C/m^2}) = \mathrm{J/(C\,m)} = \mathrm{V/m} \).

If \( \Delta f \) comes from a calculation per formula unit, let \( \Delta\phi \) be the energy difference, \( \mu \) the average dipole difference along the field, and \( \Omega \) the reference volume, all per formula unit. Then \( \Delta f = \Delta\phi / \Omega \) and \( \overline{\Delta P} = \mu / \Omega \), so that \( E_{eq} = \Delta\phi / \mu \). The reference volume cancels, provided that the same one is used in both places. This step neglects the change of thickness between the phases, which alters the result by about its own relative size.

## 5. Linear dielectrics with unequal susceptibilities

Now let each phase respond linearly about its zero-field state, with susceptibilities \( \chi_t \) and \( \chi_p \) along the field. The matching free energies are parabolas:

\[ f_t(P) = \frac{P^2}{2 \varepsilon_0 \chi_t} , \qquad f_p(P) = \Delta f + \frac{(P - P_s)^2}{2 \varepsilon_0 \chi_p} . \]

The condition \( f_i'(P_i) = E \) gives

\[ P_t = \varepsilon_0 \chi_t E , \qquad P_p = P_s + \varepsilon_0 \chi_p E . \]

For phase t the potential is

\[ g_t = \frac{(\varepsilon_0 \chi_t E)^2}{2 \varepsilon_0 \chi_t} - \varepsilon_0 \chi_t E^2 = - \frac{\varepsilon_0 \chi_t E^2}{2} . \]

For phase p it is

\[ g_p = \Delta f + \frac{\varepsilon_0 \chi_p E^2}{2} - E \left( P_s + \varepsilon_0 \chi_p E \right) = \Delta f - P_s E - \frac{\varepsilon_0 \chi_p E^2}{2} . \]

The induced polarization costs half of what it gains from the field, and this is the origin of the factor one half. With the abbreviations

\[ \Delta\chi = \chi_p - \chi_t , \qquad \kappa = \varepsilon_0 \Delta\chi , \]

the condition \( g_t = g_p \) becomes

\[ \Delta f = P_s E_{eq} + \frac{\kappa}{2} E_{eq}^2 . \]

The signs have a direct meaning. If the polar phase is the more polarizable one, \( \kappa > 0 \), the field favours it twice, through \( P_s \) and through the induced polarization, and a smaller field suffices. If the tetragonal phase is the more polarizable one, \( \kappa < 0 \), its induced polarization works against the conversion, and a larger field is needed.

## 6. Solving for the field

For \( \kappa = 0 \) the condition gives at once

\[ E_{eq} = \frac{\Delta f}{P_s} . \]

For \( \kappa \neq 0 \) it is a quadratic equation,

\[ \frac{\kappa}{2} E^2 + P_s E - \Delta f = 0 , \]

with the two roots

\[ E = \frac{- P_s \pm J}{\kappa} , \qquad J = \sqrt{P_s^2 + 2 \kappa \Delta f} . \]

As \( \kappa \to 0 \), \( J \) tends to \( P_s \). The root with the minus sign then grows without limit, while the root with the plus sign stays finite. The latter is the conversion field reached on raising the field from zero. Its numerator is a small difference of nearly equal numbers, so it is better rewritten. From the definition of \( J \),

\[ (J - P_s)(J + P_s) = J^2 - P_s^2 = 2 \kappa \Delta f . \]

Hence \( (J - P_s)/\kappa = 2 \Delta f / (J + P_s) \), and

\[ E_{eq} = \frac{2 \Delta f}{P_s + J} = \frac{2 \Delta f}{P_s + \sqrt{P_s^2 + 2 \varepsilon_0 (\chi_p - \chi_t) \Delta f}} . \]

This form also covers \( \kappa = 0 \), where \( J = P_s \).

The other root is \( E = -(P_s + J)/\kappa \). For \( \kappa > 0 \) it is negative: it is a field opposed to \( P_s \), at which the variant with polarization \( -P_s \) lies lower anyway. For \( \kappa < 0 \) it is positive and marks a return of the tetragonal phase at a higher field. Part II shows why the linear model cannot be trusted there in the example.

## 7. The three polarizations

The quantity \( J \) has a physical meaning. The polarization difference at the equilibrium field is

\[ P_p(E_{eq}) - P_t(E_{eq}) = P_s + \kappa E_{eq} = P_s + (J - P_s) = J , \]

where \( \kappa E_{eq} = J - P_s \) is the chosen root multiplied by \( \kappa \). So \( J \) is the jump of polarization at the transition. Since \( E \) is the same on both sides, it is also the jump of the electrode charge density \( D \).

In the linear model the polarization difference is a straight line in \( E \), running from \( P_s \) at zero field to \( J \) at \( E_{eq} \). Its average is the mean of its end values:

\[ \overline{\Delta P} = \frac{P_s + J}{2} . \]

The solution found above is therefore \( \Delta f / \overline{\Delta P} \), in agreement with the general result.

Three different polarizations thus compete for the place in the denominator. For \( \kappa < 0 \) they are ordered as \( J < \overline{\Delta P} < P_s \), which gives

\[ \frac{\Delta f}{P_s} < E_{eq} < \frac{\Delta f}{J} . \]

For \( \kappa > 0 \) both inequalities are reversed. Dividing \( \Delta f \) by the jump therefore overcorrects for the unequal susceptibilities.

The jump does belong in the denominator if the numerator is changed as well. Written out, equality of the potentials is

\[ f_t(P_t) - E_{eq} P_t = f_p(P_p) - E_{eq} P_p , \]

and therefore

\[ E_{eq} = \frac{f_p(P_p) - f_t(P_t)}{P_p - P_t} . \]

This is the common tangent to the two branches of \( f \). Its numerator is the difference of \( f \) at the transition, not at zero field. In the linear model it equals

\[ \Delta f + \frac{\varepsilon_0 \chi_p E_{eq}^2}{2} - \frac{\varepsilon_0 \chi_t E_{eq}^2}{2} = \Delta f + \frac{\kappa}{2} E_{eq}^2 . \]

A zero-field energy difference goes with the average polarization difference, and an energy difference taken at the transition goes with the jump.

## 8. Small difference of susceptibilities

The size of the correction is governed by one dimensionless number,

\[ x = \frac{2 \kappa \Delta f}{P_s^2} . \]

In terms of it, \( J = P_s \sqrt{1 + x} \) and

\[ E_{eq} = \frac{\Delta f}{P_s} \, \frac{2}{1 + \sqrt{1 + x}} . \]

For small \( x \), \( \sqrt{1 + x} = 1 + x/2 - x^2/8 + \dots \), so the last factor is

\[ \frac{2}{2 + x/2 - x^2/8 + \dots} = \frac{1}{1 + x/4 - x^2/16 + \dots} . \]

Expanding the reciprocal to second order gives

\[ 1 - \frac{x}{4} + \frac{x^2}{16} + \frac{x^2}{16} + \dots = 1 - \frac{x}{4} + \frac{x^2}{8} + \dots , \]

where one of the two quadratic terms comes from \( -x^2/16 \) in the denominator and the other from the square of \( x/4 \). To first order, then,

\[ E_{eq} \approx \frac{\Delta f}{P_s} \left[ 1 - \frac{\varepsilon_0 \Delta\chi \, \Delta f}{2 P_s^2} \right] . \]

The relative correction grows as the inverse square of \( P_s \). It matters most for phases or grains with a small polarization along the field.

# Part II. Example, stored energy and limits of the result

## 9. Symbols and results carried over

The tetragonal phase t is nonpolar. The polar phase p has the zero-field polarization \( P_s \) along the field, and its zero-field free-energy density lies higher by \( \Delta f \). The susceptibilities along the field are \( \chi_t \) and \( \chi_p \), with \( \kappa = \varepsilon_0 (\chi_p - \chi_t) \). The polarizations of the phases at field \( E \) are \( P_t(E) \) and \( P_p(E) \), and the electrode charge density is \( D = \varepsilon_0 E + P \). The energy gained by conversion at fixed voltage is

\[ \Gamma(E) = - \Delta f + \int_0^E \left[ P_p(E') - P_t(E') \right] dE' , \]

and \( \Gamma(E_{eq}) = 0 \) defines the equilibrium field. For linear dielectrics,

\[ E_{eq} = \frac{2 \Delta f}{P_s + J} , \qquad J = \sqrt{P_s^2 + 2 \kappa \Delta f} , \]

where \( J \) is the jump of polarization at \( E_{eq} \).

This part has derived the general condition for the equilibrium field and its closed form for linear dielectrics with unequal susceptibilities. What remains is to apply the result to a numerical example, to find the shift of the field and the stored energy, and to examine the limits of the linear model and the difference between equilibrium and switching fields.
